# Residence time and purge time of a one-litre flow chamber: verification in Python

```python
"""
Result under test: the mean residence time of ideal gas in a flow chamber is
    tau = N / Ndot = (V / F) * (p / p0) * (T0 / T)
V: chamber volume, p, T: chamber pressure and temperature,
F: feed in standard volume per time, p0, T0: reference state of that standard,
N: molecules in the chamber, Ndot: molecules fed per second.
S = V / tau is the volume flow at chamber conditions (pumping speed).
A three-cell chamber (inlet cell, main cell, side pocket) tests that the mean
stay is V / S whatever the mixing, while the purge time is not fixed by tau.
SI units inside; litres, torr and cm^3 appear in the printed output.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

LITRE = const.liter
TORR = const.torr
K_B = const.k
T_ZERO_C = const.zero_Celsius

volume = 1.0 * LITRE
pressure = 1.0 * TORR
temperature = 273.0
feed_sccm = 100.0
feed = feed_sccm * 1e-6 / 60.0          # standard m^3 per second


def residence_time(T=temperature, p0=const.atm, T0=T_ZERO_C):
    return volume / feed * (pressure / p0) * (T0 / T)


# Molecule counts from the tabulated molar volume, against the formula
def molar_volume(label):
    name = "molar volume of ideal gas (273.15 K, " + label + ")"
    return const.physical_constants[name][0]


for label, p0 in (("101.325 kPa", const.atm), ("100 kPa", const.bar)):
    fed_per_second = feed / molar_volume(label) * const.N_A
    for T in (273.0, 473.0):
        present = pressure * volume / (K_B * T)
        counted = present / fed_per_second
        assert abs(counted / residence_time(T, p0) - 1) < 1e-7

tau = residence_time()
assert abs(tau - 0.79) < 0.005
inventory = pressure * volume / (K_B * temperature)
feed_rate = feed / molar_volume("101.325 kPa") * const.N_A
speed = volume / tau

# Fill an empty chamber at this pumping speed: does it settle at 1 torr?
fill = solve_ivp(
    lambda t, n: [1.0 - speed / volume * n[0]],   # n in units of Ndot * 1 s
    (0.0, 25.0), [0.0], rtol=1e-10, atol=1e-12)
settled = fill.y[0, -1] * feed_rate * K_B * temperature / volume
assert abs(settled / pressure - 1) < 1e-6

# Well-mixed purge: integrate the tracer balance until 1e-4 is left
residual = 1e-4


def reached(t, x):
    return np.log(x[0] / residual)


reached.terminal = True
purge = solve_ivp(
    lambda t, x: [-feed_rate * x[0] / inventory],
    (0.0, 20.0), [1.0], events=reached, rtol=1e-10, atol=1e-14)
purge_mixed = purge.t_events[0][0]
assert abs(purge_mixed / (tau * np.log(1 / residual)) - 1) < 1e-5

# Three-cell chamber: inlet cell -> main cell -> outlet, pocket on main cell
cells = np.array([0.2, 0.5, 0.3]) * LITRE
assert abs(cells.sum() / volume - 1) < 1e-12


def rate_matrix(exchange):
    a, b, c = cells
    return np.array([
        [-speed / a, 0.0, 0.0],
        [speed / a, -(speed + exchange) / b, exchange / c],
        [0.0, exchange / b, -exchange / c]])


def mean_exit_time(exchange):
    """Follow a pulse entering the inlet cell; integrate exit-time moments."""
    matrix = rate_matrix(exchange)

    def rhs(t, y):
        leaving = speed / cells[1] * y[1]
        return np.concatenate((matrix @ y[:3], [leaving, t * leaving]))

    run = solve_ivp(rhs, (0.0, 200.0), [1.0, 0, 0, 0, 0],
                    method="LSODA", rtol=1e-10, atol=1e-13)
    assert run.success and abs(run.y[3, -1] - 1) < 1e-6
    return run.y[4, -1]


def purge_time(exchange):
    """Time until the old gas, initially everywhere, falls to the residual."""
    matrix = rate_matrix(exchange)
    start = cells / volume
    return brentq(
        lambda t: np.log((expm(matrix * t) @ start).sum() / residual),
        0.01, 100.0)


fast, slow = speed, 0.05 * speed
mean_fast, mean_slow = mean_exit_time(fast), mean_exit_time(slow)
mean_closed = mean_exit_time(0.0)
assert abs(mean_fast / tau - 1) < 1e-6
assert abs(mean_slow / tau - 1) < 1e-6
open_volume = cells[0] + cells[1]
assert abs(mean_closed / (open_volume / speed) - 1) < 1e-6
purge_fast, purge_slow = purge_time(fast), purge_time(slow)
assert purge_slow > 3 * purge_mixed

print(f"chamber volume: {volume / LITRE:.3f} litre")
print(f"chamber pressure: {pressure / TORR:.3f} torr")
print(f"chamber temperature: {temperature:.2f} K")
print(f"feed: {feed_sccm:.1f} sccm")
print(f"standard temperature: {T_ZERO_C:.2f} K")
print(f"standard pressure: {const.atm / TORR:.2f} torr")
print(f"number density: {inventory / volume * 1e-6:.4e} cm^-3")
print(f"molecules in chamber: {inventory:.4e}")
print(f"molecules fed per second: {feed_rate:.4e} s^-1")
print(f"pumping speed S: {speed / LITRE:.4f} litre/s")
print(f"residence time: {tau:.4f} s")
print(f"residence time: {tau * 1e3:.1f} ms")
print(f"wrong estimate V/F: {volume / feed:.1f} s")
print(f"wrong estimate / residence time: {volume / feed / tau:.1f}")
print(f"residence time at 473 K: {residence_time(T=473.0):.4f} s")
print("residence time, sccm at 273.15 K and 1 bar: "
      f"{residence_time(p0=const.bar):.4f} s")
print("residence time, sccm at 293.15 K and 1 atm: "
      f"{residence_time(T0=T_ZERO_C + 20):.4f} s")
print(f"purge target, residual fraction: {residual:.1e}")
print(f"ln(1/residual): {np.log(1 / residual):.4f}")
print(f"well-mixed purge time: {purge_mixed:.3f} s")
print("cell volumes (inlet, main, pocket): "
      + ", ".join(f"{v / LITRE:.1f}" for v in cells) + " litre")
print(f"fast pocket exchange: {fast / LITRE:.4f} litre/s")
print(f"slow pocket exchange: {slow / LITRE:.4f} litre/s")
print(f"mean exit time, fast exchange: {mean_fast:.4f} s")
print(f"mean exit time, slow exchange: {mean_slow:.4f} s")
print(f"mean exit time, pocket closed: {mean_closed:.4f} s")
print(f"purge time, fast exchange: {purge_fast:.3f} s")
print(f"purge time, slow exchange: {purge_slow:.2f} s")
print(f"slow purge / well-mixed purge: {purge_slow / purge_mixed:.2f}")
print("all assertions hold")
```

It prints:

```
chamber volume: 1.000 litre
chamber pressure: 1.000 torr
chamber temperature: 273.00 K
feed: 100.0 sccm
standard temperature: 273.15 K
standard pressure: 760.00 torr
number density: 3.5372e+16 cm^-3
molecules in chamber: 3.5372e+19
molecules fed per second: 4.4780e+19 s^-1
pumping speed S: 1.2660 litre/s
residence time: 0.7899 s
residence time: 789.9 ms
wrong estimate V/F: 600.0 s
wrong estimate / residence time: 759.6
residence time at 473 K: 0.4559 s
residence time, sccm at 273.15 K and 1 bar: 0.8004 s
residence time, sccm at 293.15 K and 1 atm: 0.8477 s
purge target, residual fraction: 1.0e-04
ln(1/residual): 9.2103
well-mixed purge time: 7.275 s
cell volumes (inlet, main, pocket): 0.2, 0.5, 0.3 litre
fast pocket exchange: 1.2660 litre/s
slow pocket exchange: 0.0633 litre/s
mean exit time, fast exchange: 0.7899 s
mean exit time, slow exchange: 0.7899 s
mean exit time, pocket closed: 0.5529 s
purge time, fast exchange: 6.827 s
purge time, slow exchange: 40.97 s
slow purge / well-mixed purge: 5.63
all assertions hold
```
